# Average energies of jj configurations and of the full nonrelativistic configuration

An open shell $nl^q$ of a Dirac atom is spread over two subshells, $j_-=l-\tfrac12$ and $j_+=l+\tfrac12$, with $l\ge1$. Each distribution of the electrons over them is a jj configuration. This problem finds the average energy of one jj configuration, then that of all of them together.

**Setting.** The Hamiltonian is the no-pair Dirac-Coulomb one: one-electron Dirac operators $h$ plus $1/r_{12}$ for each pair, in atomic units and without rest energy. Breit interaction and radiative corrections are left out. A subshell $a=(n_a,\kappa_a)$ holds $N_a=2j_a+1$ orthonormal spinors

$$\psi_{am}=\frac1r\begin{pmatrix} iP_a(r)\,\Omega_{\kappa_a m}(\mathbf n)\\ Q_a(r)\,\Omega_{-\kappa_a m}(\mathbf n)\end{pmatrix},\qquad \Omega_{-\kappa m}=-(\boldsymbol\sigma\cdot\mathbf n)\,\Omega_{\kappa m}.$$

All jj configurations share one fixed set of radial functions, a condition examined in part (f).

## (a) Which levels does an average over determinants describe?

*Show that the mean energy of the determinants equals the mean of the levels weighted by $2J+1$. What does mixing between jj configurations change?*

**Solution.** Let $D$ run over the $M$ determinants of a configuration. The sum of the diagonal elements $\langle D|H|D\rangle$ is the trace of $H$ in their space. A unitary change of basis preserves the trace, so it also equals the sum of the eigenvalues. A level of angular momentum $J$ supplies $2J+1$ equal eigenvalues, hence

$$E_{\rm av}=\frac1M\sum_D\langle D|H|D\rangle=\frac{\sum_J(2J+1)E_J}{\sum_J(2J+1)},$$

where the sum counts every level, including repeated $J$.

For one jj configuration, the $E_J$ are the levels found without mixing with other configurations. For the full configuration, they are the levels found with all jj configurations interacting. Mixing elements lie off the diagonal: they move the levels but leave the full trace unchanged. The mean of the levels that descend from one jj configuration is not protected in this way.

## (b) Reduce the jj average to mean pair energies

*Let subshell $a$ contain $q_a$ electrons. Express the average through one-electron energies and mean pair repulsions.*

**Solution.** The energy of a determinant is

$$E_D=\sum_{i\in D}I_i+\sum_{i<j\in D}(J_{ij}-K_{ij}),\qquad J_{ij}=\langle ij|r_{12}^{-1}|ij\rangle,\quad K_{ij}=\langle ij|r_{12}^{-1}|ji\rangle .$$

Here $I_i=\langle i|h|i\rangle$ has the same value $I_a$ for every $m$, because $h$ is rotationally invariant. The one-electron part is therefore $\sum_aq_aI_a$.

A given pair within $a$ is occupied in a fraction

$$\binom{N_a-2}{q_a-2}\bigg/\binom{N_a}{q_a}=\frac{q_a(q_a-1)}{N_a(N_a-1)}$$

of the determinants. A given spinor of $a$ is occupied in a fraction $q_a/N_a$. The choices in different subshells are independent, so a pair across $a$ and $b$ has the fraction $q_aq_b/(N_aN_b)$. Define the mean repulsions

$$U_{aa}=\frac{\sum_{m\ne m'}(J-K)}{N_a(N_a-1)},\qquad U_{ab}=\frac{\sum_{m,m'}(J-K)}{N_aN_b}\quad(a\neq b).$$

The first sum counts each pair twice, which leaves a factor $\tfrac12$ in

$$\boxed{E(\{q\})=\sum_aq_aI_a+\sum_a\frac{q_a(q_a-1)}2U_{aa}+\sum_{a<b}q_aq_bU_{ab}}$$

Closed core subshells are included by setting $q_a=N_a$.

## (c) Evaluate the mean pair repulsions

*Carry out the sums over $m$ and $m'$.*

**Solution.** Since $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, we have $\Omega_{-\kappa m}^\dagger\Omega_{-\kappa'm'}=\Omega_{\kappa m}^\dagger\Omega_{\kappa'm'}$. Large and small components thus share one angular density, multiplied by $\rho_{ab}=P_aP_b+Q_aQ_b$. Insert

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(\mathbf n_1)C^k_{-q}(\mathbf n_2),\qquad C^k_q=\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq},$$

and define

$$F^k(ab)=\iint\rho_{aa}(r)\rho_{bb}(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr',\quad G^k(ab)=\iint\rho_{ab}(r)\rho_{ab}(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr'.$$

*Direct part.* The sum $\sum_m\Omega_{\kappa m}^\dagger\Omega_{\kappa m}$ is rotationally invariant, hence equal to the constant $N_a/4\pi$. Its integral with $C^k_0$ vanishes for $k>0$. Therefore $\sum_{mm'}J=N_aN_bF^0(ab)$.

*Exchange part.* Because $(C^k_q)^\dagger=(-1)^qC^k_{-q}$,

$$\sum_{mm'}K=\sum_kG^k(ab)\,S^k_{ab},\qquad S^k_{ab}=\sum_{mm'q}\left|\langle\kappa_am|C^k_q|\kappa_bm'\rangle\right|^2 .$$

To find $S^k_{ab}$, refer the spin to the direction $\mathbf n$. On the $z$ axis only $Y_{l0}=\sqrt{(2l+1)/4\pi}$ is nonzero, so $\Omega_{\kappa h}(\hat z)=c_h\chi_h$ for $h=\pm\tfrac12$, and the other $m$ give zero. The coupling coefficients are $\sqrt{(l+1)/(2l+1)}$ for both $h$ if $j=l+\tfrac12$, and $\mp\sqrt{l/(2l+1)}$ for $h=\pm\tfrac12$ if $j=l-\tfrac12$. In both cases

$$|c_h|^2=\frac{2j+1}{8\pi},\qquad \eta\equiv\frac{c_{-1/2}}{c_{1/2}}=(-1)^{l+1/2-j}.$$

A rotation $R$ taking $\hat z$ to $\mathbf n$ turns $\chi_h$ into $\chi_h(\mathbf n)$ and mixes the $\Omega_{\kappa m}$ through the rotation matrix $D^j$. Inverting that unitary relation gives

$$\Omega_{\kappa m}(\mathbf n)=\sum_{h=\pm1/2}c_h\,D^{j*}_{mh}(R)\,\chi_h(\mathbf n),\qquad C^k_q(\mathbf n)=D^{k*}_{q0}(R).$$

The matrix element is now an integral over three rotation functions. Use $D^j_{mh}=(-1)^{m-h}D^{j*}_{-m,-h}$. The average of a triple product over all rotations projects it on the invariant combination of three angular momenta, whose components are 3j symbols:

$$\int d\mathbf n\,D^{j_a}_{-m,-h}D^k_{q0}D^{j_b}_{m'h}=4\pi\begin{pmatrix}j_a&k&j_b\\-m&q&m'\end{pmatrix}\begin{pmatrix}j_a&k&j_b\\-h&0&h\end{pmatrix}.$$

Write $T_k$ for the symbol with lower row $(\tfrac12,0,-\tfrac12)$. Reversing that row multiplies it by $(-1)^{j_a+k+j_b}$. Apart from an overall sign, the two values of $h$ add to

$$\frac{\sqrt{N_aN_b}}{8\pi}T_k\left[(-1)^{j_a+j_b+k}-\eta_a\eta_b\right],$$

where the minus sign comes from $(-1)^{m-h}$. Since $j_a+j_b$ is an integer, $\eta_a\eta_b=-(-1)^{l_a+l_b+j_a+j_b}$, and the bracket is $(-1)^{j_a+j_b}[(-1)^k+(-1)^{l_a+l_b}]$. It has magnitude 2 for even $l_a+l_b+k$ and is zero otherwise. Multiplying by $4\pi$ gives

$$\left|\langle\kappa_am|C^k_q|\kappa_bm'\rangle\right|=\sqrt{N_aN_b}\,|T_k|\left|\begin{pmatrix}j_a&k&j_b\\-m&q&m'\end{pmatrix}\right|.$$

The squared 3j symbols sum to 1 over $m,m',q$, so $S^k_{ab}=N_aN_bT_k^2$ for allowed $k$. For different subshells, division by $N_aN_b$ yields

$$\boxed{U_{ab}=F^0(ab)-\sum_{k:\;l_a+l_b+k\ {\rm even}}\begin{pmatrix}j_a&k&j_b\\\frac12&0&-\frac12\end{pmatrix}^2G^k(ab)}$$

Within one subshell $G^k(aa)=F^k(aa)$. The terms $m=m'$ may be added to the sum, since there $J=K$. The $k=0$ symbol has $T_0^2=1/N_a$, so

$$N_a(N_a-1)U_{aa}=N_a^2F^0-N_aF^0-N_a^2\sum_{k>0}T_k^2F^k .$$

Division by $N_a(N_a-1)$, with $N_a/(N_a-1)=(2j_a+1)/2j_a$, gives

$$\boxed{U_{aa}=F^0(aa)-\frac{2j_a+1}{2j_a}\sum_{k=2,4,\dots}\begin{pmatrix}j_a&k&j_a\\\frac12&0&-\frac12\end{pmatrix}^2F^k(aa)}$$

The prefactor exceeds 1 because the self-pairs, which contribute nothing, have been removed from the count. For $j=\tfrac12$ no $k>0$ satisfies the triangle rule with even $k$, and $U_{aa}=F^0$.

## (d) Average over the full configuration

*Find the weight of each jj configuration in $nl^q$, and a closed form for the average.*

**Solution.** Let $N_-=2l$, $N_+=2l+2$ and $N=4l+2$. There are $\binom{N_-}{q_-}$ ways to occupy the lower-$j$ subshell and $\binom{N_+}{q-q_-}$ ways to occupy the other. All $\binom Nq$ determinants count equally, so

$$\boxed{E_{\rm av}(nl^q)=\sum_{q_-}w(q_-)\,E(q_-,q-q_-),\qquad w(q_-)=\binom{N_-}{q_-}\binom{N_+}{q-q_-}\bigg/\binom Nq}$$

with $\max(0,q-N_+)\le q_-\le\min(q,N_-)$.

The moments follow without doing the sum. Let $n_i=0$ or 1 be the occupation of spinor $i$. Over all determinants $\langle n_i\rangle=q/N$ and $\langle n_in_j\rangle=q(q-1)/[N(N-1)]$ for $i\ne j$. Since $q_a=\sum_{i\in a}n_i$ and $q_a(q_a-1)=\sum_{i\neq j\in a}n_in_j$,

$$\langle q_a\rangle=\frac{qN_a}N,\quad \langle q_a(q_a-1)\rangle=\frac{q(q-1)N_a(N_a-1)}{N(N-1)},\quad \langle q_-q_+\rangle=\frac{q(q-1)N_-N_+}{N(N-1)}.$$

Inserting these in $E(q_-,q_+)$ gives

$$\boxed{E_{\rm av}(nl^q)=q\bar I+\frac{q(q-1)}2\bar U},\qquad \bar I=\frac{N_-I_-+N_+I_+}N,$$

$$\bar U=\frac{N_-(N_--1)U_{--}+N_+(N_+-1)U_{++}+2N_-N_+U_{-+}}{N(N-1)}.$$

With a second open shell $n'l'^{q'}$, the two sets of choices are independent and their weights multiply. Then $\langle q_aq'_b\rangle=qq'N_aN_b/(NN')$, and the repulsion between the shells is $qq'\sum_{ab}N_aN_bU_{ab}/(NN')$.

## (e) Recover the nonrelativistic average

*Let the small components vanish and both subshells acquire the same $P(r)$. What becomes of $\bar U$?*

**Solution.** All integrals of order $k$ become one $F^k$. Restoring the self-pairs as in part (c),

$$N(N-1)\bar U=N^2F^0-\sum_kF^k\sum_{a,b=\pm}S^k_{ab}.$$

The double sum runs over a complete set of spinors of given $l$, so it may be evaluated with $Y_{lm}\chi_s$ instead. Spin is conserved and gives a factor 2. The orbital matrix elements have magnitude $(2l+1)$ times the product of the 3j symbols $(l\,k\,l;-m\,q\,m')$ and $(l\,k\,l;0\,0\,0)$. Hence

$$\sum_{ab}S^k_{ab}=2(2l+1)^2\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2 .$$

For $k=0$ this is $2(2l+1)=N$. Dividing the rest by $N(N-1)=(4l+2)(4l+1)$ leaves

$$\bar U\to F^0-\frac{2l+1}{4l+1}\sum_{k=2,4,\dots}\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2F^k,$$

which is Slater's average pair energy. The binomial weights are what reassemble it from the three jj values.

## (f) Can mean occupations replace the weighted sum?

*Insert $\bar q_a=qN_a/N$ into $E(q_-,q_+)$ and compare with the full average.*

**Solution.** The terms linear in $q_a$ agree; the quadratic ones differ by the fluctuations. As $q_+=q-q_-$, the two variances are equal, $V$, and the covariance is $-V$. Thus

$$E_{\rm av}-E(\bar q_-,\bar q_+)=\frac V2\,(U_{--}+U_{++}-2U_{-+}).$$

From the moments,

$$V=\frac{qN_-}N\left[\frac{(q-1)(N_--1)}{N-1}+1-\frac{qN_-}N\right]=\frac{qN_-N_+(N-q)}{N^2(N-1)},$$

because the bracket over the denominator $N(N-1)$ has numerator $N^2-NN_--qN+qN_-=(N-q)(N-N_-)$. The difference vanishes for a full shell. It generally survives for $q=1$: a single electron has no repulsion, but the fractional formula retains the spurious term $\bar q_-\bar q_+\,(U_{-+}-\tfrac12U_{--}-\tfrac12U_{++})$, which can have either sign.

It need not vanish in the nonrelativistic limit either, and two shells show both signs. For a p shell the squared symbols are $\tfrac1{20}$ for $(\tfrac32\,2\,\tfrac32)$ and $\tfrac1{10}$ for $(\tfrac12\,2\,\tfrac32)$, so $U_{--}+U_{++}-2U_{-+}$ becomes $-\tfrac1{15}F^2+\tfrac15F^2=\tfrac2{15}F^2$, which is positive. For a d shell the squared symbols listed in part (g) turn the same combination into $-\tfrac{44}{525}F^2+\tfrac8{105}F^4$, which is negative because $F^4<F^2$.

The common orbitals are a separate condition. If each jj configuration is given its own optimized orbitals, the binomial mean of the resulting energies is still defined. The integrals then depend on $q_-$, however, and the closed form with a single $\bar U$ no longer follows.

## (g) Four 3d electrons at $Z=80$

*Evaluate the averages with the Dirac orbitals of a bare point nucleus.*

**Solution.** This is a model: there is no core, and the orbitals do not respond to the repulsion. The one-electron energies are $I_-=-366.143$ and $I_+=-358.987$ hartree. The squared 3j symbols are $\tfrac1{20}$ for $(\tfrac32\,2\,\tfrac32)$; $\tfrac4{105}$ and $\tfrac1{63}$ for $(\tfrac52\,k\,\tfrac52)$ with $k=2,4$; and $\tfrac1{70}$ and $\tfrac1{21}$ for $(\tfrac32\,k\,\tfrac52)$ with $k=2,4$. In hartree, with the results computed from unrounded integrals,

$$U_{--}=7.213-\tfrac43\cdot\tfrac{3.745}{20}=6.963,$$

$$U_{++}=6.999-\tfrac65\left(\tfrac{4\times3.679}{105}+\tfrac{2.396}{63}\right)=6.785,$$

$$U_{-+}=7.102-\tfrac{3.590}{70}-\tfrac{2.336}{21}=6.940.$$

For two electrons in each subshell, with unrounded values carried through,

$$E(2,2)=-732.285-717.974+6.963+6.785+27.758=-1408.753\ \text{hartree}.$$

The five jj configurations are:

| $q_-,q_+$ | determinants | $E$ (hartree) |
|---|---:|---:|
| 0, 4 | 15 | −1395.237 |
| 1, 3 | 80 | −1401.929 |
| 2, 2 | 90 | −1408.753 |
| 3, 1 | 24 | −1415.707 |
| 4, 0 | 1 | −1422.793 |

Weighting by the determinant counts and dividing by 210 gives −1406.050 hartree. The closed form uses

$$\bar I=\frac{4I_-+6I_+}{10}=-361.849,\qquad \bar U=\frac{12U_{--}+30U_{++}+48U_{-+}}{90}=6.891,$$

so that $E_{\rm av}=4\bar I+6\bar U=-1406.050$ hartree, or $-38\,260.6$ eV. The mean of all 210 eigenvalues of the interacting Hamiltonian is the same.

The lowest configuration has a single determinant and weight $1/210$. Its energy is a poor stand-in for the full average here: it lies 16.7 hartree below. Mixing lowers the level descending from it by 0.047 hartree, to −1422.839, with 99.7% of the original determinant retained. The other 209 eigenvalues must together rise by the same 0.047 hartree relative to the jj averages, since the trace is fixed.

Mean occupations 1.6 and 2.4 give −1406.008 hartree. Here $V=0.64$ and the combination of $U$ values is −0.131, so the predicted difference is $0.32\times(-0.131)=-0.042$ hartree, as found.

The nonrelativistic $\bar U$ is 6.693 hartree; the Dirac value is 3.0% larger relative to it. Raising the speed of light tenfold and a hundredfold at fixed $Z$ reduces the excess to $1.90\times10^{-3}$ and $1.90\times10^{-5}$ hartree, the $1/c^2$ decrease expected of a leading relativistic correction.

For two open shells, $2p^23d^2$ in the same model has a mean intershell repulsion of 8.567 hartree per pair. The total from the product weights, −2360.976 hartree, agrees with the direct mean over 675 determinants. This case also tests exchange with odd $k$, which a single shell cannot do. More digits are given in the numerical output.

## Values computed for the example and the checks

```
nuclear charge Z = 80; speed of light = 137.035999 a.u.
I(3d3/2) = -366.142710 hartree
I(3d5/2) = -358.986848 hartree
I(2p1/2) = -904.847783 hartree
I(2p3/2) = -817.807495 hartree
F0(3/2,3/2) = 7.212681 hartree
F2(3/2,3/2) = 3.744718 hartree
F0(5/2,5/2) = 6.998848 hartree
F2(5/2,5/2) = 3.679445 hartree
F4(5/2,5/2) = 2.395896 hartree
F0(3/2,5/2) = 7.102118 hartree
G2(3/2,5/2) = 3.590027 hartree
G4(3/2,5/2) = 2.336139 hartree
squared 3j (3/2 2 3/2; 1/2 0 -1/2) = 1/20
squared 3j (5/2 2 5/2; 1/2 0 -1/2) = 4/105
squared 3j (5/2 4 5/2; 1/2 0 -1/2) = 1/63
squared 3j (3/2 2 5/2; 1/2 0 -1/2) = 1/70
squared 3j (3/2 4 5/2; 1/2 0 -1/2) = 1/21
U(3/2,3/2) = 6.963033 hartree
U(5/2,5/2) = 6.785008 hartree
U(3/2,5/2) = 6.939587 hartree
3d^4: q(3/2) q(5/2) determinants weight; formula, direct mean (hartree)
0 4 15 0.071429; -1395.237342, -1395.237342
1 3 80 0.380952; -1401.929469, -1401.929469
2 2 90 0.428571; -1408.752727, -1408.752727
3 1 24 0.114286; -1415.707118, -1415.707118
4 0 1 0.004762; -1422.792641, -1422.792641
mean one-electron energy of 3d = -361.849193 hartree
mean pair repulsion of 3d = 6.891187 hartree
3d^4 average, binomial sum = -1406.049650 hartree
3d^4 average, closed form = -1406.049650 hartree
3d^4 average, closed form = -38260.560 eV
3d^4 mean of 210 eigenvalues = -1406.049650 hartree
distinct levels of 3d^4 = 34
lowest level = -1422.839248 hartree
its shift from the (3/2)^4 average = -0.046607 hartree
weight of (3/2)^4 in it = 0.996877
energy at mean occupations 1.6, 2.4 = -1406.007688 hartree
variance of q(3/2) = 0.6400
U(3/2,3/2)+U(5/2,5/2)-2U(3/2,5/2) = -0.131132 hartree
full average minus that energy = -0.041962 hartree
2p^2 3d^2 mean intershell repulsion = 8.566805 hartree
2p^2 3d^2 average, formula = -2360.976476 hartree
2p^2 3d^2 mean of 675 determinants = -2360.976476 hartree
nonrelativistic mean pair repulsion of 3d = 6.693094 hartree
deviation from it at 10 c = 1.901e-03 hartree
deviation from it at 100 c = 1.900e-05 hartree
```
